# Dopant Diffusion at 1000 °C with a 0.1 eV Barrier Error: verification in Python

```python
# Result under test: for D = D0*exp(-E/kT) with fixed D0, lowering E by
# delta = 0.1 eV at 1000 C multiplies the diffusivity D by exp(delta/kT)
# (about 2.5) and the diffusion length L = sqrt(D*t) by exp(delta/(2kT))
# (about 1.6). E: activation energy, k: Boltzmann constant, T: temperature,
# t: anneal time. The example is boron implanted in silicon, with round,
# rough typical parameters. Energies in eV, depths in nm, D in cm2/s.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import erfc

k_ev = constants.k / constants.e
zero_c = constants.zero_Celsius


def thermal_energy(celsius):
    return k_ev * (celsius + zero_c)


def diffusivity(energy, celsius, prefactor):
    return prefactor * np.exp(-energy / thermal_energy(celsius))


# Inputs
temp_c = 1000.0
delta = 0.1
energy = 3.5
d0 = 1.0
time_s = 600.0
dose = 2e13              # cm-2
depth = 200.0            # mean implant depth, nm
sigma0 = 50.0            # initial standard deviation, nm
background = 1e16        # opposite doping, cm-3
ni = 1e19                # rough intrinsic density at 1000 C, cm-3
n_si = 5e22              # rough atomic density of silicon, cm-3
d_self = 1e-16           # rough silicon self-diffusivity at 1000 C, cm2/s
ref_c = 1100.0           # temperature at which a refit keeps D correct
offset = 10.0            # furnace temperature error, K

kt = thermal_energy(temp_c)
ratio_d = np.exp(delta / kt)
ratio_l = np.exp(delta / (2 * kt))
assert abs(ratio_d - 2.5) < 0.05
assert abs(ratio_l - 1.6) < 0.05


# Fraction of a classical oscillator's thermal phase space above a barrier,
# integrated over position; the momentum tail is an error function.
def fraction_above(barrier_over_kt):
    edge = np.sqrt(2 * barrier_over_kt)

    def integrand(angle):
        x = edge * np.sin(angle)
        momentum_tail = erfc(np.sqrt(barrier_over_kt) * np.cos(angle))
        return np.exp(-x * x / 2) * momentum_tail * edge * np.cos(angle)

    inside = 2 * quad(integrand, 0, np.pi / 2, epsabs=0, epsrel=1e-10)[0]
    return inside / np.sqrt(2 * np.pi) + erfc(edge / np.sqrt(2))


frac_slow = fraction_above(energy / kt)
frac_fast = fraction_above((energy - delta) / kt)
assert abs(frac_slow / np.exp(-energy / kt) - 1) < 1e-7
assert abs(frac_fast / frac_slow / ratio_d - 1) < 1e-7

# Nearest-neighbour hopping on a line with reflecting ends
cells = 600
step = 2.0
x_grid = (np.arange(cells) + 0.5) * step
diagonal = -2.0 * np.ones(cells)
diagonal[0] = diagonal[-1] = -1.0
rates, modes = eigh_tridiagonal(diagonal, np.ones(cells - 1))


def evolve(profile, hops_each_way):
    return modes @ (np.exp(rates * hops_each_way) * (modes.T @ profile))


def standard_deviation(profile):
    weight = profile / profile.sum()
    mean = weight @ x_grid
    return np.sqrt(weight @ (x_grid - mean) ** 2)


# A point source spreads with the two hop rates found from phase space
point = np.zeros(cells)
point[cells // 2] = 1.0
hops = 30.0
rms_slow = standard_deviation(evolve(point, hops))
rms_fast = standard_deviation(evolve(point, hops * frac_fast / frac_slow))
assert abs(rms_slow**2 / (2 * hops * step**2) - 1) < 1e-6
assert abs(rms_fast / rms_slow / ratio_l - 1) < 1e-6


# Implanted Gaussian: closed formulas against numerical diffusion
def gaussian(center, sigma):
    peak = dose / (np.sqrt(2 * np.pi) * sigma * 1e-7)
    return peak * np.exp(-((x_grid - center) ** 2) / (2 * sigma**2))


def numerical_junction(profile):
    i = np.where(profile > background)[0][-1]
    log_a, log_b = np.log(profile[i:i + 2])
    return x_grid[i] + step * (log_a - np.log(background)) / (log_a - log_b)


cases = []
for barrier in (energy, energy - delta):
    d = diffusivity(barrier, temp_c, d0)
    dt_nm2 = d * time_s * 1e14
    length = np.sqrt(dt_nm2)
    sigma = np.sqrt(sigma0**2 + 2 * dt_nm2)
    peak = dose / (np.sqrt(2 * np.pi) * sigma * 1e-7)
    junction = depth + sigma * np.sqrt(2 * np.log(peak / background))
    n_hops = dt_nm2 / step**2
    centred = evolve(gaussian(cells * step / 2, sigma0), n_hops)
    assert abs(standard_deviation(centred) / sigma - 1) < 1e-5
    near_surface = evolve(gaussian(depth, sigma0), n_hops)
    # The allowance covers interpolation and the finite grid spacing.
    assert abs(numerical_junction(near_surface) - junction) < 0.3
    outside = 0.5 * erfc(depth / (np.sqrt(2) * sigma))
    cases.append((barrier, d, length, sigma, peak, junction, outside))

slow, fast = cases
width_ratio = fast[3] / slow[3]
junction_ratio = fast[5] / slow[5]
assert 1 < junction_ratio < width_ratio < ratio_l

# Prefactor refitted so that D stays correct at the reference temperature
d_ref = diffusivity(energy, ref_c, d0)
d0_refit = d_ref / diffusivity(energy - delta, ref_c, 1.0)
refit_ratio = diffusivity(energy - delta, temp_c, d0_refit) / slow[1]
refit_formula = np.exp(delta * (1 / kt - 1 / thermal_energy(ref_c)))
assert abs(refit_ratio / refit_formula - 1) < 1e-10

# Furnace temperature error; the linear law neglects terms of order offset/T
heat_ratio = diffusivity(energy, temp_c + offset, d0) / slow[1]
linear_log = energy * offset / (kt * (temp_c + zero_c))
assert abs(np.log(heat_ratio) / linear_log - 1) < 0.02
equivalent_energy = kt * np.log(heat_ratio)

# Hole density at the initial peak from charge neutrality
initial_peak = dose / (np.sqrt(2 * np.pi) * sigma0 * 1e-7)
holes = initial_peak / 2 + np.sqrt(initial_peak**2 / 4 + ni**2)
holes_root = brentq(lambda p: (p - 1 / p) - initial_peak / ni, 0.5, 10) * ni
assert abs(holes / holes_root - 1) < 1e-8

# Excess interstitials start at the implant depth and vanish at the surface.
# Their concentration there, integrated over all time, is dose*depth/D_I.
# The check uses the image solution, with time = s^2*depth^2/D_I.
exposure = quad(lambda s: -np.expm1(-1 / s**2) / np.sqrt(np.pi),
                0, np.inf)[0]
assert abs(exposure - 1) < 1e-6
extra_time = dose * depth * 1e-7 / (n_si * d_self)
extra_length = np.sqrt(1 + extra_time / time_s)

print(f"Temperature: {temp_c:.0f} C = {temp_c + zero_c:.2f} K")
print(f"Boltzmann constant: {k_ev:.6e} eV/K")
print(f"Thermal energy kT: {kt:.5f} eV")
print(f"Energy error delta: {delta:.2f} eV")
print(f"delta/kT: {delta / kt:.4f}")
print(f"Diffusivity ratio, barrier lowered: {ratio_d:.3f}")
print(f"Diffusivity ratio, barrier raised: {1 / ratio_d:.3f}")
print(f"Length ratio, barrier lowered: {ratio_l:.3f}")
print(f"Length ratio, barrier raised: {1 / ratio_l:.3f}")
print(f"Linear estimate 1 + delta/kT: {1 + delta / kt:.3f}")
for other_c in (800.0, 1200.0):
    other = np.exp(delta / thermal_energy(other_c))
    print(f"Diffusivity ratio at {other_c:.0f} C: {other:.3f}")
print(f"Phase-space fraction above 3.5 eV: {frac_slow:.4e}")
print(f"Ratio of phase-space fractions: {frac_fast / frac_slow:.4f}")
print(f"Ratio of hopping spreads: {rms_fast / rms_slow:.4f}")
print(f"Prefactor D0: {d0:.1f} cm2/s")
print(f"Anneal time: {time_s:.0f} s")
print(f"Dose: {dose:.1e} cm-2; background: {background:.1e} cm-3")
print(f"Mean depth: {depth:.0f} nm; initial sigma: {sigma0:.0f} nm")
for barrier, d, length, sigma, peak, junction, outside in cases:
    print(f"E = {barrier:.1f} eV: D = {d:.3e} cm2/s")
    print(f"  = {d * 1e14:.3f} nm2/s")
    print(f"  sqrt(Dt) = {length:.1f} nm")
    print(f"  final sigma = {sigma:.1f} nm")
    print(f"  peak = {peak:.3e} cm-3")
    print(f"  junction depth = {junction:.1f} nm")
    print(f"  Gaussian outside surface = {100 * outside:.2f} %")
print(f"Implanted-profile width ratio: {width_ratio:.3f}")
print(f"Junction-depth ratio: {junction_ratio:.3f}")
print(f"Refit reference temperature: {ref_c:.0f} C")
print(f"Refitted prefactor: {d0_refit:.3f} cm2/s")
print(f"Diffusivity ratio after refit: {refit_ratio:.3f}")
print(f"D ratio for +{offset:.0f} K furnace error: {heat_ratio:.3f}")
print(f"Equivalent energy error: {equivalent_energy:.4f} eV")
print(f"Rough intrinsic density: {ni:.1e} cm-3")
print(f"Initial peak boron density: {initial_peak:.3e} cm-3")
print(f"Hole ratio p/ni at initial peak: {holes / ni:.3f}")
print(f"Rough Si density: {n_si:.1e} cm-3")
print(f"Rough Si self-diffusivity: {d_self:.1e} cm2/s")
print(f"Extra time from implant damage: {extra_time:.0f} s")
print(f"Length factor from implant damage: {extra_length:.3f}")
print("all good")
```

Printed output:

```
Temperature: 1000 C = 1273.15 K
Boltzmann constant: 8.617333e-05 eV/K
Thermal energy kT: 0.10971 eV
Energy error delta: 0.10 eV
delta/kT: 0.9115
Diffusivity ratio, barrier lowered: 2.488
Diffusivity ratio, barrier raised: 0.402
Length ratio, barrier lowered: 1.577
Length ratio, barrier raised: 0.634
Linear estimate 1 + delta/kT: 1.911
Diffusivity ratio at 800 C: 2.949
Diffusivity ratio at 1200 C: 2.198
Phase-space fraction above 3.5 eV: 1.3970e-14
Ratio of phase-space fractions: 2.4880
Ratio of hopping spreads: 1.5773
Prefactor D0: 1.0 cm2/s
Anneal time: 600 s
Dose: 2.0e+13 cm-2; background: 1.0e+16 cm-3
Mean depth: 200 nm; initial sigma: 50 nm
E = 3.5 eV: D = 1.397e-14 cm2/s
  = 1.397 nm2/s
  sqrt(Dt) = 29.0 nm
  final sigma = 64.6 nm
  peak = 1.235e+18 cm-3
  junction depth = 400.6 nm
  Gaussian outside surface = 0.10 %
E = 3.4 eV: D = 3.476e-14 cm2/s
  = 3.476 nm2/s
  sqrt(Dt) = 45.7 nm
  final sigma = 81.7 nm
  peak = 9.769e+17 cm-3
  junction depth = 447.2 nm
  Gaussian outside surface = 0.72 %
Implanted-profile width ratio: 1.264
Junction-depth ratio: 1.117
Refit reference temperature: 1100 C
Refitted prefactor: 0.430 cm2/s
Diffusivity ratio after refit: 1.069
D ratio for +10 K furnace error: 1.282
Equivalent energy error: 0.0273 eV
Rough intrinsic density: 1.0e+19 cm-3
Initial peak boron density: 1.596e+18 cm-3
Hole ratio p/ni at initial peak: 1.083
Rough Si density: 5.0e+22 cm-3
Rough Si self-diffusivity: 1.0e-16 cm2/s
Extra time from implant damage: 80 s
Length factor from implant damage: 1.065
all good
```
